\section*{Friction kernel of a semi-infinite harmonic chain from two derivations}

\section{A chain of one mass}

A particle with coordinate $x_0$ is tied by a spring $K$ to a single mass $m$, which is otherwise free. Coordinates are displacements from rest positions, and a dot is a time derivative. The mass obeys $m\ddot x_1=K(x_0-x_1)$. With $\Omega^2=K/m$ its motion is
\begin{equation}
x_1(t)=x_1(0)\cos\Omega t+\frac{\dot x_1(0)}{\Omega}\sin\Omega t+\Omega\int_0^t\sin\Omega(t-t')\,x_0(t')\,dt'.
\end{equation}
Since $\Omega\sin\Omega(t-t')$ is the $t'$-derivative of $\cos\Omega(t-t')$, integration by parts turns the last term into
\begin{equation}
x_0(t)-x_0(0)\cos\Omega t-\int_0^t\cos\Omega(t-t')\,\dot x_0(t')\,dt'.
\end{equation}
The spring force on the particle is therefore
\begin{equation}
K(x_1-x_0)=-\int_0^tK\cos\Omega(t-t')\,\dot x_0(t')\,dt'+\xi(t),
\end{equation}
\begin{equation}
\xi(t)=K\Big\{[x_1(0)-x_0(0)]\cos\Omega t+\frac{\dot x_1(0)}{\Omega}\sin\Omega t\Big\}.
\end{equation}
The mass has been eliminated. What remains is a force that remembers the particle's velocity, with kernel $K\cos\Omega t$, and a force $\xi$ fixed by the initial state of the mass. No static spring is left, because a slowly moved particle carries the free mass along. The kernel never decays, since one oscillator returns the energy it takes. A long chain can carry the energy away.

\section{The result and its conventions}

Let the particle have mass $M$ and any potential $V(x_0)$, which excludes the link spring. Sites $n=1,2,\dots$ carry masses $m$, and all springs, including the link between sites 0 and 1, equal $K$. The highest frequency of the chain is $w=2\sqrt{K/m}$. Then, for $t>0$,
\begin{equation}
M\ddot x_0=-V'(x_0)-\int_0^t\gamma(t-t')\dot x_0(t')\,dt'+\xi(t),\label{lang}
\end{equation}
\begin{equation}
\gamma(t)=\sqrt{Km}\,\frac{J_1(wt)}{t}.\label{res}
\end{equation}
The kernel multiplies velocity and is not divided by $M$. As $J_1(z)\to z/2$ for small $z$, $\gamma(0)=\sqrt{Km}\,w/2=K$, as for one mass. The force $\xi$ depends on the chain's initial displacements measured from $x_0(0)$.

\section{First derivation: normal modes}

Take $N$ masses with a free far end, and first hold $x_0=0$. The equations $m\ddot x_n=K(x_{n+1}-2x_n+x_{n-1})$ have solutions $\sin(kn)$, which vanish at site 0, with
\begin{equation}
\omega^2=\frac{2K}{m}(1-\cos k)=w^2\sin^2\frac k2 .
\end{equation}
A free end means $x_{N+1}=x_N$, so
\begin{equation}
\sin k(N+1)-\sin kN=2\cos\!\big[k(N+\tfrac12)\big]\sin\frac k2=0,
\end{equation}
which gives $k_j=(2j-1)\pi/(2N+1)$ for $j=1,\dots,N$. These $N$ distinct frequencies give a complete orthogonal set. For the norm,
\begin{equation}
\sum_{n=1}^N\sin^2k_jn=\frac N2-\frac12\left[\frac{\sin(2N+1)k_j}{2\sin k_j}-\frac12\right]=\frac{2N+1}{4},
\end{equation}
because $(2N+1)k_j$ is a multiple of $\pi$. The normalized vectors are $u_{jn}=2\sin(k_jn)/\sqrt{2N+1}$.

Now let $x_0$ move. The mode coordinates $q_j=\sqrt m\sum_nu_{jn}x_n$ obey
\begin{equation}
\ddot q_j=-\omega_j^2q_j+c_jx_0,\qquad c_j=\frac{Ku_{j1}}{\sqrt m}=\frac{2K\sin k_j}{\sqrt{m(2N+1)}} .
\end{equation}
The same constants give the pull of site 1, $Kx_1=\sum_jc_jq_j$. Each mode is solved like the single mass above:
\begin{align}
q_j(t)={}&\Big[q_j(0)-\frac{c_j}{\omega_j^2}x_0(0)\Big]\cos\omega_jt+\frac{\dot q_j(0)}{\omega_j}\sin\omega_jt\nonumber\\
&+\frac{c_j}{\omega_j^2}\Big[x_0(t)-\int_0^t\cos\omega_j(t-t')\,\dot x_0(t')\,dt'\Big].
\end{align}
Multiplying by $c_j$, summing and subtracting $Kx_0$ gives the link force
\begin{equation}
K(x_1-x_0)=\xi-\int_0^t\gamma_N(t-t')\dot x_0(t')dt'+\Big(\sum_j\frac{c_j^2}{\omega_j^2}-K\Big)x_0(t),
\end{equation}
where $\xi$ collects the first line of $q_j$ and
\begin{equation}
\gamma_N(t)=\sum_j\frac{c_j^2}{\omega_j^2}\cos\omega_jt .
\end{equation}

The bracket vanishes. To see this, hold the particle at a constant $X$. In static balance $q_j=c_jX/\omega_j^2$, hence $Kx_1=X\sum_jc_j^2/\omega_j^2$. But with a free far end the static chain simply shifts by $X$, so $x_1=X$ and the sum is $K$.

For the weights use $\sin^2k=4\sin^2(k/2)\cos^2(k/2)$ and $mw^2=4K$:
\begin{equation}
\frac{c_j^2}{\omega_j^2}=\frac{4K^2\sin^2k_j}{m(2N+1)w^2\sin^2(k_j/2)}=\frac{4K}{2N+1}\cos^2\frac{k_j}2 .
\end{equation}
The spacing of the $k_j$ is $\Delta k=2\pi/(2N+1)$, so the prefactor is $(2K/\pi)\Delta k$. At fixed $t$ the sum becomes an integral as $N\to\infty$. With $\theta=k/2$ and $z=wt$,
\begin{equation}
\gamma(t)=\frac{4K}\pi\int_0^{\pi/2}\cos^2\theta\,\cos(z\sin\theta)\,d\theta .\label{int}
\end{equation}

Expand the second cosine in powers of $z$. The integrals needed follow from $S_n=\int_0^{\pi/2}\sin^{2n}\theta\,d\theta$. By parts,
\begin{equation}
S_{n+1}=(2n+1)\int_0^{\pi/2}\sin^{2n}\theta\cos^2\theta\,d\theta=(2n+1)(S_n-S_{n+1}),
\end{equation}
so $S_{n+1}=S_n(2n+1)/(2n+2)$. With $S_0=\pi/2$ this gives $S_n=(\pi/2)(2n)!/(4^nn!^2)$ and
\begin{equation}
S_n-S_{n+1}=\frac{S_n}{2n+2}=\frac\pi4\,\frac{(2n)!}{4^n\,n!\,(n+1)!}.
\end{equation}
The factor $(2n)!$ cancels that of the cosine series, and
\begin{equation}
\gamma(t)=K\sum_{n=0}^\infty\frac{(-1)^n(z/2)^{2n}}{n!\,(n+1)!}=\frac{2K}{z}J_1(z),
\end{equation}
where the last step is the defining series of $J_1$. Since $2K/w=\sqrt{Km}$, this is Eq.~(\ref{res}).

A finite chain can replace the infinite one for a limited time. The group velocity $d\omega/dk=(w/2)\cos(k/2)$ is at most $w/2$ sites per unit time, so an echo from the far end needs about $2N/(w/2)=4N/w$ to return. For $N=400$ and $wt\le200$, direct diagonalization agrees with Eq.~(\ref{res}) to $4.3\times10^{-13}K$.

\section{Second derivation: the decaying solution}

Now take the chain as infinite from the start. Let $y_n=x_n-x_0(0)$, and let the chain start at rest with $y_n(0)=0$. Write $\hat f(s)=\int_0^\infty e^{-st}f(t)\,dt$ with $s>0$. For $n\ge1$,
\begin{equation}
(ms^2+2K)\hat y_n=K(\hat y_{n+1}+\hat y_{n-1}).
\end{equation}
The trial form $\hat y_n=\lambda^n\hat y_0$ requires
\begin{equation}
\lambda+\frac1\lambda=2+\frac{ms^2}{K}=2+\frac{4s^2}{w^2}.\label{lam}
\end{equation}
The two roots have product 1. The motion must vanish far from the particle, which selects the smaller root. With $b=1+2s^2/w^2$, we have $b^2-1=4s^2(s^2+w^2)/w^4$, so
\begin{equation}
\lambda=b-\sqrt{b^2-1}=1-\frac{2s}{w^2}\big(\sqrt{s^2+w^2}-s\big).
\end{equation}
The link force is $K(\hat y_1-\hat y_0)=-K(1-\lambda)\hat y_0$. Because $y_0(0)=0$, the velocity has transform $s\hat y_0$. The coefficient of minus the velocity is
\begin{equation}
\hat\gamma(s)=\frac{K(1-\lambda)}s=\frac m2\big(\sqrt{s^2+w^2}-s\big),\label{lap}
\end{equation}
where $2K/w^2=m/2$ was used.

To return to time, transform the series of $J_1(wt)/t$ term by term for $s>w$, using $\int_0^\infty t^{2n}e^{-st}dt=(2n)!/s^{2n+1}$:
\begin{equation}
\int_0^\infty e^{-st}\frac{J_1(wt)}t\,dt=\sum_{n=0}^\infty\frac{(-1)^n(2n)!}{n!\,(n+1)!}\,\frac{(w/2)^{2n+1}}{s^{2n+1}}.
\end{equation}
The binomial series is
\begin{equation}
\sqrt{1+x}-1=2\sum_{n=0}^\infty\frac{(-1)^n(2n)!}{n!\,(n+1)!}\Big(\frac x4\Big)^{n+1}.
\end{equation}
Setting $x=w^2/s^2$ and multiplying by $s/w$ reproduces the previous sum, which is thus $(\sqrt{s^2+w^2}-s)/w$. Comparison with Eq.~(\ref{lap}) gives the prefactor $mw/2=\sqrt{Km}$ and again Eq.~(\ref{res}).

If the chain does not start undeformed and at rest, linearity adds the motion that its initial data would produce with $y_0$ held at zero. Its pull $Ky_1$ is $\xi$.

This route also handles a link spring $L\ne K$. The first mass obeys $ms^2\hat y_1=L(\hat y_0-\hat y_1)-K(1-\lambda)\hat y_1$. By Eq.~(\ref{lam}), $ms^2+K(1-\lambda)=K(1/\lambda-1)\equiv A$. Hence $\hat y_1=L\hat y_0/(L+A)$, and the force $L(\hat y_0-\hat y_1)$ gives
\begin{equation}
\hat\gamma_L(s)=\frac{LA}{s(L+A)} .
\end{equation}
For $s\to0$, $A\simeq s\sqrt{Km}$ and $\hat\gamma_L\to\sqrt{Km}$ for any $L>0$. For large $s$, $A\simeq ms^2$, so $\gamma_L(t)=L[1-Lt^2/(2m)+\dots]$ at short times. The link changes the shape of the memory but not the friction felt by slow motion that starts smoothly. For $L>2K$ the change is drastic: with the particle held, the chain has a vibration localized at the link with a frequency above $w$. The kernel then never dies out, but keeps oscillating with amplitude $L(L-2K)/(L-K)$. Equation~(\ref{res}) itself requires $L=K$.

\section{What each derivation assumes}

Both need harmonic springs in the chain and a link force linear in $x_0$. Neither restricts $M$ or $V$, because only the chain's equations were solved.

The mode route assumes a finite chain and takes $N\to\infty$ at fixed time. The order matters: at fixed $N$ the kernel is a finite sum of cosines and does not die out. The free end removes the static spring at every $N$. With the far end tied to a wall by another spring $K$, a static displacement $X$ would fall linearly to zero over $N+1$ springs, leaving a restoring force $KX/(N+1)$. It vanishes in the limit, so the infinite chain does not depend on this choice.

The Laplace route never mentions the far end. Its replacement is the demand for a decaying solution, which excludes waves sent in from infinity by the particle's own motion. It gives the zero-frequency friction and the effect of another link at once. The mode route supplies $\xi$ explicitly, which is needed for thermal and quantum noise.

As a test of the full equation, 100 chain masses with random initial data were coupled to a particle with $M/m=1.35$ in a quartic potential. Up to $wt=60$, Newton's equations and Eq.~(\ref{lang}) gave link forces differing by at most $5.4\times10^{-5}$ of the largest force.

\section{Drag, memory and noise}

Put $\omega=w\sin\theta$ in Eq.~(\ref{int}). Then $\cos\theta\,d\theta=d\omega/w$, and
\begin{equation}
\gamma(t)=\frac2\pi\int_0^w\eta(\omega)\cos\omega t\,d\omega,\qquad \eta(\omega)=\frac m2\sqrt{w^2-\omega^2}.
\end{equation}
By cosine inversion $\eta(\omega)=\int_0^\infty\gamma(\tau)\cos\omega\tau\,d\tau$, with $\eta=0$ above $w$. For a velocity $v_0\cos\omega t$, long after the start, the mean power given to the chain is $\eta v_0^2/2$. Above $w$ no travelling wave exists to carry energy off. The kernel may be negative at some times without making the chain a net source of energy, since $\eta\ge0$; the chain can still return part of the stored energy for a while.

The long memory comes from the band top, where $\eta\simeq(m/2)\sqrt{2wu}$ with $u=w-\omega$. Using $\int_0^\infty\sqrt u\,e^{-iut}du=(\sqrt\pi/2)t^{-3/2}e^{-3i\pi/4}$ (with a vanishing convergence factor),
\begin{equation}
\gamma(t)\simeq\sqrt{Km}\,\sqrt{\frac2{\pi w}}\;\frac{\cos(wt-3\pi/4)}{t^{3/2}},\qquad wt\gg1.
\end{equation}
There is no contribution of this order from $\omega=0$, because $\eta$ is smooth and even there.

If $M\gg m$ and $V$ is also slow, the velocity hardly changes while the kernel acts. It can be taken out of the integral, leaving the drag $-\sqrt{Km}\,\dot x_0$. A free particle then slows nearly as $\exp(-\sqrt{Km}\,t/M)$. The next term of Eq.~(\ref{lap}), $\hat\gamma\simeq\sqrt{Km}-ms/2$, replaces $M$ by $M-m/2$ in the rate, so the relative error of the simple law grows with time; for $M=20m$ it is about 20\% at $wt=400$. The exponential decay lasts until a weak oscillating tail from the band top outlasts it. For $M=20m$ this happens between $wt=400$ and $600$, when the velocity is already below $10^{-4}$ of its initial value. The opposite case is $M=m$, $V=0$, with the particle kicked to velocity $v(0)$ and the chain at rest. The transform of Eq.~(\ref{lang}) gives
\begin{equation}
\hat v=\frac{m\,v(0)}{ms+\hat\gamma}=\frac{2v(0)}{\sqrt{s^2+w^2}+s}=\frac{2v(0)}{w^2}\big(\sqrt{s^2+w^2}-s\big)=\frac{v(0)}K\hat\gamma .
\end{equation}
Thus $v(t)/v(0)=\gamma(t)/K$: the end mass of a clean chain recoils with the shape of its own friction kernel.

The chain's equations are linear, so their solution above also holds for Heisenberg operators. In atomic units $\hbar=1$; it is kept here for the numbers. From $[q_j(0),\dot q_j(0)]=i\hbar$,
\begin{equation}
[\xi(t),\xi(t')]=-i\hbar\sum_j\frac{c_j^2}{\omega_j}\sin\omega_j(t-t')=i\hbar\,\dot\gamma(t-t').
\end{equation}
Let the chain start in thermal equilibrium about the position set by $x_0(0)$. Each shifted mode then has variance $(\hbar/2\omega_j)\coth(\hbar\omega_j/2k_BT)$, and
\begin{equation}
\langle\xi^2\rangle=\frac2\pi\int_0^w\eta(\omega)\,\frac{\hbar\omega}2\coth\frac{\hbar\omega}{2k_BT}\,d\omega .\label{noise}
\end{equation}
At high temperature the mode energy factor tends to $k_BT$, so $\langle\xi^2\rangle\to k_BT\gamma(0)=k_BTK$. At zero temperature $\int_0^w\omega\sqrt{w^2-\omega^2}\,d\omega=w^3/3$ gives $\langle\xi^2\rangle=m\hbar w^3/(6\pi)=2K\hbar w/(3\pi)$.

\section{Nickel planes as the chain}

In an fcc crystal with central nearest-neighbour bonds $k$, let whole (100) planes move along their normal. Each atom has four bonds to each adjacent plane, at $45^\circ$ to the motion, so $K=4k\cos^2 45^\circ=2k$. Transverse forces cancel by symmetry, and bonds within a plane are not stretched. This motion is the chain, with $m$ the atomic mass. For $P$ atoms per plane, the sum of displacements divided by $\sqrt P$ is the canonical coordinate; the noise below refers to it.

Take $K=4.5$ eV/\AA$^2$, a rough nickel-like value, and $m=6083$ eV\,fs$^2$/\AA$^2$. The digits below belong to these fixed inputs and serve to compare formulas; they do not predict real nickel to that accuracy. Then
\begin{equation}
w=2\sqrt{4.5/6083}=0.0544\ \mathrm{rad/fs},\qquad\sqrt{Km}=165\ \mathrm{eV\,fs/\AA^2}.
\end{equation}
The band top is 8.66 THz, or $\hbar w=0.0358$ eV. Let the end particle be the surface plane itself, $M=m$. The memoryless law is $e^{-t/\tau_0}$ with $\tau_0=m/\sqrt{Km}=36.8$ fs.

\begin{center}
\begin{tabular}{rrrr}
$t$ (fs) & $\gamma$ (eV/\AA$^2$) & $v/v(0)$ & memoryless\\
0 & 4.500 & 1.000 & 1.000\\
25 & 3.537 & 0.786 & 0.507\\
50 & 1.441 & 0.320 & 0.257\\
100 & $-0.569$ & $-0.127$ & 0.066\\
200 & $-0.130$ & $-0.029$ & 0.004
\end{tabular}
\end{center}

At first the plane slows less than the memoryless law says, because the link must stretch before it can pull. The velocity reverses at 70 fs, the first zero of $J_1$. The largest error of the memoryless law is 0.28 of the initial velocity here, and 0.026 for an end mass of $20m$ with the same $K$ and $m$.

At 300 K, $k_BT=0.02585$ eV. The rms noise is 0.348 eV/\AA, against the classical $\sqrt{k_BTK}=0.341$ eV/\AA\ and 0.185 eV/\AA\ at zero temperature. The quantum excess is small although $\hbar w>k_BT$. The leading correction to the mode energy is the fraction $(\hbar\omega/k_BT)^2/12$, and the mean of $\omega^2$ weighted by $\eta$ is $w^2/4$. The variance rises by about $(0.0358/0.02585)^2/48=4\%$, and the rms value by half of that.

Real nickel also has forces between more distant planes. A rough lattice constant $a=3.5$ \AA\ and elastic constant $C_{11}=1.6$ eV/\AA$^3$ give a long-wave stiffness $C_{11}a=5.6$ eV/\AA$^2$, since the area per atom is $a^2/2$ and the plane spacing $a/2$. If springs $K_2$ to second-neighbour planes supply the difference, $K+4K_2=5.6$ and $K_2=0.275$ eV/\AA$^2$. Slow drag is the momentum given per unit time to newly reached planes, so it scales as the square root of this stiffness and rises by about 12\%. With $K$ kept at 4.5 eV/\AA$^2$, the same springs also shift the kernel by up to 6\% of $K$ and the recoil $v/v(0)$ by up to 0.06. Where the tabulated values are small, this is a large relative change: at 100 fs the recoil goes from $-0.127$ to $-0.174$. The table therefore describes the nearest-plane model, and for nickel it shows only the overall shape of the motion. Thermal expansion of $1.3\times10^{-5}$ per kelvin with Gr\"uneisen parameter 2 softens frequencies by about $2\times3\times1.3\times10^{-5}\times300\approx2\%$ for 300 K of heating above room temperature; from 0 to 300 K the softening is nearer 1.5\%, because expansion vanishes at low temperature. If the energy of a phonon has a lifetime $\tau$ of roughly 2000 fs, wave amplitudes fall as $e^{-t/2\tau}$, a loss of about 2\% by the kernel's first zero; at 1000 fs the kernel's envelope is already only 0.4\% of $K$. A surface spring different from the bulk one acts as $L\ne K$. A single atom on the surface drives waves in all directions and is outside this one-dimensional result. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
TESTS
kernel, chain vs formula, max error / K: 4.3e-13
Newton vs Langevin force, relative error: 5.4e-05
memoryless recoil error, M=m: 0.282
memoryless recoil error, M=20m: 0.026
NICKEL (100) PLANES
spring K (rough input): 4.5 eV/angstrom^2
bond spring k=K/2: 2.25 eV/angstrom^2
atomic mass: 58.69 u
mass m: 6083.1 eV fs^2/angstrom^2
band-top angular frequency w: 0.05440 rad/fs
band-top quantum hbar*w: 0.0358 eV
band-top ordinary frequency: 8.66 THz
sqrt(Km): 165.45 eV fs/angstrom^2
drag spectrum at w/2: 143.29 eV fs/angstrom^2
first zero of kernel: 70.44 fs
t(fs), formula and chain kernel(eV/angstrom^2), v/v0, memoryless
    0   4.50000   4.50000   1.00000   1.00000
   25   3.53687   3.53687   0.78597   0.50664
   50   1.44101   1.44101   0.32023   0.25668
  100  -0.56946  -0.56946  -0.12655   0.06589
  200  -0.12966  -0.12966  -0.02881   0.00434
temperature: 300 K; kB*T: 0.02585 eV
rms noise, quantum: 0.3477 eV/angstrom
rms noise, classical: 0.3411 eV/angstrom
rms noise at 0 K: 0.1849 eV/angstrom
NEGLECTED EFFECTS (rough nickel inputs)
lattice constant: 3.5 angstrom
elastic constant C11: 1.6 eV/angstrom^3
second-plane spring: 0.275 eV/angstrom^2
low-frequency drag increase: 11.6 %
linear expansion: 1.3e-05 1/K; Grueneisen: 2.0
frequency softening over 300 K: 2.3 %
phonon lifetime: 2000 fs
amplitude loss by first kernel zero: 1.7 %
kernel envelope at 1000 fs / K: 0.40 %
\end{verbatim}
